Why a weak phase defect reverses contrast through focus

A shallow pit in the reflecting multilayer of an extreme-ultraviolet mask can return as much light as the flat surface around it and still disturb the image on the wafer. The light from the pit has travelled a little farther, so its phase is different although its intensity is not. A detector or a resist responds to intensity. The question is how a pure phase pattern becomes an intensity pattern, and why the result depends on the side of focus from which it is viewed.

Take one sinusoidal component of such a defect. The illumination is a monochromatic plane wave arriving at the centre of the lens pupil, and for the moment the field is treated as a scalar. The time factor is exp(−iωt), so a wave travelling towards positive z varies as exp(+ikz), with k = 2π/λ, and a longer path gives a more positive phase. The lens is free of aberrations and forms its focused image at z = 0; positive z lies beyond focus, farther from the lens. Lateral distance x and spatial frequency f are measured on the wafer side. If the lens reduces the mask by a factor M, the frequency on the mask is f/M. The image considered is the aerial image, formed in vacuum at this wavelength, before any response of the resist.

Write θ = 2πfx, and let p = 1/f be the pitch. A mask that changes phase but not amplitude multiplies the incident wave by

t(x) = exp(iφ0 cos θ).

For a pit pattern whose surface depth, measured from the mean plane, is d cos θ, light at normal incidence covers the extra depth twice. The path changes by 2d cos θ, and multiplying by 2π/λ gives

φ0 = 4πd/λ.

A bump at x = 0 shortens the path there and has negative φ0.

For |φ0| much less than one, the exponential can be expanded:

t(x) = 1 + iφ0 cos θ + O(φ0²)
= 1 + (iφ0/2)[exp(iθ) + exp(−iθ)] + O(φ0²).

The first term is the undiffracted wave, or carrier. The other two are sidebands at frequencies +f and −f. Both pass through the lens if λf < NA, where NA is the numerical aperture on the wafer side. If λf > NA, neither passes and this first-order image is absent.

The factor i explains the behaviour at focus. Together the sidebands add an imaginary quantity to a real carrier. Adding a small imaginary number to 1 turns the complex amplitude but changes its length only at second order. The focused intensity therefore has no term proportional to φ0. While both sidebands pass with equal strength, the defect becomes visible at first order only if something turns them relative to the carrier, and defocus does this.

Each order is a plane wave, exp(i2πqx + ik_z z), with q equal to 0, +f or −f. Substitution in the Helmholtz equation gives k_z² + (2πq)² = k², so for the sidebands

k_z = (2π/λ)√(1 − λ²f²).

In the paraxial regime λ²f² is small, and √(1 − λ²f²) ≈ 1 − λ²f²/2. Hence

k_z ≈ 2π/λ − πλf².

The carrier acquires the phase 2πz/λ. Each sideband acquires the same phase less

χ = πλzf².

The common phase has no effect on intensity and can be dropped. Relative to the carrier, both sidebands are multiplied by exp(−iχ), and the field at defocus z is

u(x,z) = 1 + iφ0 exp(−iχ) cos θ + O(φ0²).

For any small complex number ε, |1 + ε|² = 1 + 2Re ε + |ε|². Here ε = iφ0 exp(−iχ) cos θ, and

i exp(−iχ) = i(cos χ − i sin χ) = sin χ + i cos χ.

Its real part is sin χ, so

I(x,z) = 1 + 2φ0 sin(πλzf²) cos(2πfx) + O(φ0²).

Define a signed contrast by comparing the centre of the defect, x = 0, with the point half a pitch away. The centre has the longest path for a pit (φ0 > 0) and the shortest for a bump (φ0 < 0):

C = [I(0) − I(p/2)]/[I(0) + I(p/2)].

To first order the numerator is (1 + 2φ0 sin χ) − (1 − 2φ0 sin χ) = 4φ0 sin χ, and the denominator is 2. Thus

C = 2φ0 sin(πλzf²).

This contrast vanishes at z = 0, and since the sine is odd it has opposite signs at +z and −z. Near focus sin χ ≈ χ, so C ≈ 2πφ0λf²z. At larger defocus the sine returns to zero, at

z = m/(λf²), with m a nonzero integer,

and the contrast reverses there too. The statement that each side of focus has one sign therefore holds for |z| < 1/(λf²). Within that range |C| is greatest at |z| = 1/(2λf²), where it equals 2|φ0|.

Rays give an independent account of the sign. A phase φ(x) gives the wave a local transverse wavenumber φ′(x), hence a small ray angle φ′(x)/k. A ray that starts at x arrives at X = x + zφ′(x)/k. Conservation of light requires I(X)dX = dx, so

I = 1/[1 + zφ″(x)/k] ≈ 1 − (λz/2π)φ″(x).

For φ = φ0 cos θ, φ″ = −(2πf)²φ0 cos θ, and the intensity becomes 1 + 2πφ0λf²z cos θ, which agrees with the wave result near focus. A pit acts as a weak concave mirror: it gathers light beyond focus and appears bright there. On the near side the same rays, extended backwards, are spread apart, and the pit appears dark. For a bump the two sides are exchanged. The ray picture does not contain the later nulls, because it replaces sin χ by χ.

For numbers, take λ = 13.5 nm, NA = 0.33 and M = 4, in the regime of an extreme-ultraviolet scanner. Let the pitch be 60 nm on the wafer, which is 240 nm on the mask, and let the surface amplitude be d = 0.10 nm. Then

φ0 = 4π(0.10 nm)/(13.5 nm) = 0.0931 rad,
λf = 13.5/60 = 0.225.

The sidebands lie inside the pupil. At a defocus of 50 nm,

χ = π(13.5 nm)(50 nm)/(60 nm)² = 0.589 rad,
C = 2(0.0931)(0.5556) = 0.103.

At −50 nm the contrast is −0.103, and at ±100 nm it is ±0.172. The first maximum is 0.186, at z = 133 nm, and the next null is at 267 nm. With φ0 and z held fixed, doubling the pitch to 120 nm divides χ by four, to 0.147 rad, and the first-order contrast falls to about 0.027. Coarse phase patterns need more defocus to become visible.

The formula was tested against a numerical solution of the paraxial wave equation,

∂u/∂z = (i/2k) ∂²u/∂x²,

in which the second derivative was replaced by finite differences and the sideband phase was not supplied. For the same wavelength and pitch, a phase amplitude of 0.001 rad, and seven defocus values from −200 to +300 nm, the largest difference in contrast was 1.5 × 10⁻⁶ of the phase amplitude. The density of rays at z = 1 nm, for the 0.10 nm pits, gave a contrast of 0.002193, equal to the formula at the printed precision.

The second-order terms show what remains at focus. The full expansion of the mask is

exp(iφ0 cos θ) = J0 + 2iJ1 cos θ − 2J2 cos 2θ + …,

where each Bessel function has argument φ0. In the example the second orders would need a sine of 0.45, larger than NA, so the pupil removes them and all higher orders. What reaches the image is

u = J0 + 2iJ1 exp(−iχ) cos θ.

Squaring the modulus gives J0² from the carrier, 4J1² cos²θ from the sidebands, and a cross term 2Re[2iJ0J1 exp(−iχ)] cos θ = 4J0J1 sin χ cos θ:

I = J0² + 4J0J1 sin χ cos θ + 4J1² cos²θ.

At x = 0 and x = p/2 the squared cosine is 1 and the middle term has opposite signs. Therefore

C = 4J0J1 sin χ/(J0² + 4J1²).

With J0 ≈ 1 − φ0²/4 and J1 ≈ φ0/2 − φ0³/16, the numerator is 2φ0(1 − 3φ0²/8) sin χ and the denominator is 1 + φ0²/2, up to higher powers. Their ratio is 2φ0 sin χ(1 − 7φ0²/8). At 50 nm the finite phase lowers the contrast by 0.75 per cent of its first-order value, from 0.1034 to 0.1027.

At focus sin χ = 0 and C = 0, but the image is not quite uniform. Using 2cos²θ = 1 + cos 2θ,

I(x,0) = J0² + 2J1² + 2J1² cos 2θ.

The pattern has twice the original frequency. Since C compares two points where this pattern has equal values, its strength must be measured by the visibility (I_max − I_min)/(I_max + I_min), which is

2J1²/(J0² + 2J1²) ≈ φ0²/2 = 0.0043.

This faint image is produced by the pupil. Had all orders been transmitted, the focused intensity would have been |t|² = 1. At order φ0², interference between the carrier and the second orders contributes −4J0J2 cos 2θ ≈ −(φ0²/2) cos 2θ, which cancels the term 2J1² cos 2θ ≈ +(φ0²/2) cos 2θ. Removing the second orders removes the cancellation.

A real defect may also change the reflected amplitude. Let the mask be (1 + α cos θ)exp(iφ0 cos θ), with α small and real. To first order the modulation is (α + iφ0) cos θ. After defocus the real part of its coefficient is

Re[(α + iφ0)(cos χ − i sin χ)] = α cos χ + φ0 sin χ,

and so

C = 2(φ0 sin χ + α cos χ).

At focus the phase part is absent and the amplitude part remains. The null moves to tan χ = −α/φ0. Suppose the amplitude is one per cent lower at the pits, α = −0.01. The focused contrast is then −0.020, and the null nearest focus moves to +9.1 nm. At +50 nm the first-order formula gives 0.087, and the sum with finite phase gives 0.086, compared with 0.103 for the pure phase pattern. A small loss of reflectivity therefore matters near focus, where the phase signal is weak.

Two images, taken at equal distances on either side of focus, separate the two parts. Because sine is odd and cosine even,

C(z) − C(−z) = 4φ0 sin χ,
C(z) + C(−z) = 4α cos χ.

For 0 < z < 1/(λf²), the sign of the difference distinguishes a pit from a bump. This rule assumes a weak sinusoidal defect of known frequency, the paraxial phase, on-axis coherent light, an unaberrated lens and a known focus position.

Spherical aberration also moves the null. Suppose it advances the phase of both sidebands by W waves, or 2πW radians, relative to the carrier. The lag χ is replaced by χ − 2πW, so that

C = 2φ0 sin(χ − 2πW),

and the null is at z = 2W/(λf²). For W = 0.02 this is 0.04 × 267 nm = 10.7 nm, and the contrast at the nominal focus is −0.023. For a single frequency this looks the same as a focus error. The displacement depends on f, so one refocusing does not in general restore the null for every frequency.

That distinction matters for an isolated pit, which is a sum of many sinusoidal components. At first order the fields add linearly, and each component passed by the lens acquires its own factor 2 sin(πλzf²). All these factors vanish at z = 0, so for an ideal lens the first-order image of a pure phase defect of any shape vanishes at focus. The later nulls lie at different z for different f. An isolated defect changes shape through focus and need not disappear again at a single plane.

The illumination has so far been a single plane wave. A source of finite size adds waves that reach the pupil away from its centre. Let one of them have transverse frequency (s_x, s_y). The paraxial lag of a plane wave is πλz times its squared transverse frequency. Relative to their own carrier, the sidebands lag by

πλz[(s_x ± f)² − s_x²] = χ ± β, with β = 2πλzfs_x.

If both sidebands pass, the modulation relative to the carrier is

(iφ0/2)exp(−iχ)[exp(i(θ − β)) + exp(−i(θ − β))] = iφ0 exp(−iχ) cos(θ − β).

Each source point forms an image of full contrast, displaced sideways by an amount proportional to defocus. Different source points contribute intensities, not amplitudes. Averaging over a symmetric source replaces cos(θ − β) by cos θ times the mean of cos β.

For a uniform disc that fills a fraction σ of the pupil radius, the largest s_x is σNA/λ, and the largest β is

a = 2πzfσNA.

With r the radius on the disc as a fraction of its edge and ψ the azimuth, β = ar cos ψ. The average over ψ of cos(ar cos ψ) is J0(ar), and the area average is

2∫₀¹ r J0(ar) dr = 2J1(a)/a,

because d[vJ1(v)]/dv = vJ0(v). This factor applies while no sideband is clipped, which requires λf + σNA < NA. For σ = 0.3 the left side is 0.324, just inside the aperture. At 50 nm defocus a = 0.518 and the factor is 0.967. A direct sum over source points gives a contrast of 0.099, which is this factor times the finite-phase coherent value 0.1027.

For σ = 0.8 many source points lose a sideband at the pupil edge, and the factor above no longer applies. The direct sum gives 0.022 at the same defocus, about one fifth of the coherent value. Clipping and the sideways displacement both act in this sum, which does not separate their shares.

The first-order null at focus survives the clipping, by symmetry. If only the +f sideband passes, the first-order intensity term is 2Re[(iφ0/2)exp(iθ)] = −φ0 sin θ. At the opposite source point only the −f sideband passes, and the term is +φ0 sin θ. They cancel when the source is symmetric and uniform. The computed visibility at focus for σ = 0.8 is 0.0006, small even compared with the second-order visibility in coherent light.

The scalar, paraxial description makes smaller errors at this pitch. Without the paraxial approximation the lag is

χ_full = (2πz/λ)[1 − √(1 − λ²f²)] = χ(1 + λ²f²/4 + …).

At 50 nm it is 0.597 rad instead of 0.589 rad, and the contrast rises by 1.1 per cent. Polarization acts the other way. If the electric field lies in the plane containing the three orders, the sideband fields are tilted by an angle γ from the carrier field, with sin γ = λf. Their interference with the carrier is reduced by cos γ = √(1 − 0.225²) = 0.974, a loss of 2.6 per cent. For a field perpendicular to that plane there is no such loss.

The amplitude of an oblique wave also changes in a reducing lens. The power crossing a plane is proportional to the squared amplitude times the cosine of the angle. If the lens conserves the power of each order, the sideband amplitude is multiplied by the square root of the ratio of the mask-side cosine to the wafer-side cosine. Taking the carrier normal to the mask, this adds 1.2 per cent to the contrast. These percentages belong to this pitch and defocus.

In an actual extreme-ultraviolet scanner the light meets the mask at about 6 degrees from the normal. The extra path in a pit is then 2d cos 6°, which lowers φ0 and the first-order contrast by 0.55 per cent. The wavelength, aperture and reduction used here are typical of one generation of such scanners. The sinusoid of amplitude 0.10 nm is an idealization: a defect of roughly 1 nm depth would have a phase near 0.9 rad, for which the weak-phase expansion fails. Among the effects computed here for the 0.10 nm pattern at 50 nm defocus, the largest comes from the extent of the source: a disc of fill 0.8 lowers the contrast from 0.103 to 0.022. The multilayer has also been treated as a single reflecting surface. How a defect changes shape through the layers, and how their reflectivity varies with angle, are not included, and no size is assigned to those effects here.

Mask height enters the focus setting as well. A distance z_m on the mask side gives the lag πλz_m(f/M)², which equals πλzf² in magnitude when z = z_m/M². In this paraxial estimate for normal incidence, an absorber 60 nm high spans the equivalent of 60/16 = 3.75 nm of wafer focus. This is only the geometric part, and it does not bound the difference between the best focus of the absorber pattern and the null of a defect in the multilayer below it. A real absorber is crossed twice and shifts the phase as well as the amplitude. Take an index n = 0.95 + 0.031i, of the size found for tantalum-based absorbers. Two passes through h = 60 nm multiply the wave by t = exp[2ikh(n − 1)], of modulus 0.177 and phase −2.79 rad. For equal lines and spaces the zero order is (1 + t)/2 and each first order has size and phase (1 − t)/π, apart from a sign. The first orders lead the zero order by 0.125 rad, and a lag χ of that size needs 10.6 nm of wafer defocus. Following the orders through the thickness of the layer and back, in a scalar model at normal incidence over an ideal mirror, raises this to about 22 nm, and the value changes strongly with absorber height and line width. The absorber can therefore displace best focus by more than the 9 and 11 nm found above for one per cent of amplitude modulation and 0.02 waves of aberration.

Computed values

```
Wavelength: 13.5 nm
Numerical aperture: 0.33 (dimensionless)
Mask reduction: 4 (dimensionless)
Wafer-side pitch: 60 nm
Mask-side pitch: 240 nm
Pit surface amplitude: 0.10 nm
Phase amplitude phi0: 0.09308 rad
Sideband sine, wavelength*f: 0.2250 (dimensionless)
Second-order sine: 0.4500 (dimensionless)
Example defocus: 50 nm
Paraxial phase chi: 0.58905 rad
sin(chi): 0.55557 (dimensionless)
Contrast through focus (dimensionless): first-order law, lens sum
  z = -100 nm: -0.17200, -0.17070
  z = -50 nm: -0.10343, -0.10265
  z = +0 nm: +0.00000, +0.00000
  z = +50 nm: +0.10343, +0.10265
  z = +100 nm: +0.17200, +0.17070
First contrast maximum at z: 133.3 nm
Contrast at that maximum: 0.18617 (dimensionless)
Next contrast null at z: 266.7 nm
Largest wave-equation error / phase amplitude: 1.5e-06
Ray contrast at z = 1 nm: 0.002193
Law at z = 1 nm: 0.002193
Neglected effects, at the example defocus unless stated
Finite-phase change: -0.75 %
Second-order visibility at focus: 0.00432
Nonparaxial phase: 0.59670 rad
Nonparaxial change: +1.14 %
In-plane polarization change: -2.56 %
Obliquity amplitude change: +1.23 %
Mask incidence angle: 6 degrees
Mask incidence phase change: -0.55 %
Amplitude modulation alpha: -0.010 (dimensionless)
  contrast at focus: -0.01989
  contrast at example defocus: +0.08610
  null moves to z: +9.10 nm
Spherical aberration at sidebands: 0.02 waves
  contrast at focus: -0.02316
  null moves to z: +10.67 nm
Source fill 0.3: contrast +0.09930
  analytic reduction factor: 0.96679
Source fill 0.8: contrast +0.0216
  visibility at focus: 0.00064
Absorber height on mask: 60 nm
  wafer focus equivalent: 3.75 nm
```
